# Deep Band Tail of Three-Dimensional White-Noise Disorder from Optimal Fluctuations

In a chalcogenide glass the band edge is blurred by disorder. A simple model keeps one parabolic band and a random potential,

\[
H=-T\nabla^2+V(\mathbf r),\qquad T=\frac{\hbar^2}{2m},\qquad \langle V\rangle=0,\qquad \langle V(\mathbf r)V(\mathbf r')\rangle=w\,\delta(\mathbf r-\mathbf r').
\]

\(V\) is Gaussian, and \(w\) has units of energy squared times volume. The delta function stands for correlations of short range \(\ell\). A state at energy \(-\varepsilon\) has binding energy \(\varepsilon>0\). The problem is to find the leading logarithm of the density of states \(\rho(-\varepsilon)\) when such states are rare. Prefactors are not sought.

**(a) Turn the rare-event probability into a minimization.**

**Solution.** Divide a finite volume into \(M\) cells of volume \(b^3\), with \(b\) playing the part of \(\ell\), and let \(H\) be the corresponding \(M\times M\) lattice matrix. The cell values \(V_i\) are independent with variance \(w/b^3\), so their weight is

\[
\exp\Big(-\frac{b^3}{2w}\sum_iV_i^2\Big)=\exp\Big(-\frac1{2w}\int V^2d^3r\Big).
\]

Let \(P\) be the probability that the lowest eigenvalue is at or below \(-\varepsilon\), and let \(J\) be the minimum of \(\tfrac12\int V^2\) over potentials with that property.

Upper bound: every such potential has \(\int V^2\ge2J\). The quantity \(\int V^2/w\) is a sum of \(M\) squared unit Gaussians. With \(y=2J/w>M\), the inequality \(P\le e^{-\theta y}(1-2\theta)^{-M/2}\), taken at \(1-2\theta=M/y\), gives

\[
P\le (y/M)^{M/2}e^{-(y-M)/2}.
\]

Lower bound: let \(V_*\) be a minimizer and \(V_1=(1+\eta)V_*\) with \(\eta>0\). Its lowest energy is strictly below \(-\varepsilon\), because the bound state of \(V_*\) has negative potential energy. Adding \(v\) with \(|v_i|<\delta\) moves an eigenvalue by at most \(\delta\), so for small \(\delta\) all potentials \(V_1+v\) qualify. Shifting the Gaussian gives

\[
P\ge e^{-(1+\eta)^2J/w}\Big\langle e^{-\int V_1v/w}\Big\rangle_{|v_i|<\delta}\ge e^{-(1+\eta)^2J/w}\,\mathrm{Prob}(|v_i|<\delta).
\]

The middle average runs over the restricted region and is not renormalized. The last step pairs \(v\) with \(-v\) and uses \(\cosh x\ge1\). The final probability tends to 1 as \(w\to0\). Since \(\eta\) is arbitrary, both bounds give \(-w\ln P\to J\).

The mean number of states below \(-\varepsilon\) lies between \(P\) and \(MP\), so it has the same exponent. States below a slightly lower energy are exponentially fewer if \(J\) grows with \(\varepsilon\), as it will. Hence the density of states, averaged over a narrow fixed window, obeys

\[
\ln\rho(-\varepsilon)\simeq-S(\varepsilon),\qquad S=J/w .
\]

This holds for \(w\to0\) at fixed \(\varepsilon\) and fixed cutoff. Below, \(J\) is evaluated in the continuum, for wells much wider than a cell. A well confined to one cell would need depth of order \(T/b^2\), and hence \(\int V^2\) of order \(T^2/b\), which grows without limit as \(b\to0\), while the cost of a wide well stays finite. At fixed \(b\) the margin is modest: on a simple cubic lattice the one-cell well is cheaper than the continuum optimum found below once \(\sqrt{T/\varepsilon}\) drops under about \(4b\).

**(b) Which potential binds a given wave function most cheaply?**

**Solution.** Let \(\psi\) be real and normalized, with kinetic energy \(K=T\int|\nabla\psi|^2\). If it is an eigenstate at or below \(-\varepsilon\), then \(K+\int V\psi^2\le-\varepsilon\), or \(-\int V\psi^2\ge\varepsilon+K\). The Cauchy–Schwarz inequality gives

\[
(\varepsilon+K)^2\le\Big(\int V\psi^2\Big)^2\le\int V^2\int\psi^4,
\qquad
\int V^2\ge\frac{(\varepsilon+K)^2}{\int\psi^4}.
\]

Equality requires

\[
V=-\mu\psi^2,\qquad \mu=\frac{\varepsilon+K}{\int\psi^4}.
\]

Conversely, for any \(\psi\) this potential gives \(\langle\psi|H|\psi\rangle=K-(\varepsilon+K)=-\varepsilon\), so its ground state lies at or below \(-\varepsilon\). Minimizing over potentials is therefore the same as minimizing the right-hand side over \(\psi\).

**(c) How does the minimum depend on binding energy?**

**Solution.** Separate size from shape by writing \(\psi(\mathbf r)=s^{3/2}g(s\mathbf r)\), with \(g\) normalized, \(k=\int|\nabla g|^2\) and \(q=\int g^4\). Then \(K=Ts^2k\) and \(\int\psi^4=s^6s^{-3}q=s^3q\). The cost is

\[
F(s)=\frac{(\varepsilon+Ts^2k)^2}{s^3q}.
\]

It diverges as \(s^{-3}\) for broad states and as \(s\) for narrow ones. Between them,

\[
\frac{d\ln F}{d\ln s}=\frac{4K}{\varepsilon+K}-3=0
\quad\Rightarrow\quad K=3\varepsilon,\qquad s^2=\frac{3\varepsilon}{Tk}.
\]

Substitution gives

\[
F_{\min}=\frac{16\varepsilon^2}{q}\Big(\frac{Tk}{3\varepsilon}\Big)^{3/2}
=\frac{16}{3^{3/2}}\frac{k^{3/2}}{q}\,T^{3/2}\sqrt\varepsilon .
\]

The square root is present for every shape; the shape affects the coefficient alone. Therefore

\[
\boxed{\,\ln\rho(-\varepsilon)\simeq-S(\varepsilon),\quad S=\frac A2\,\frac{T^{3/2}\sqrt\varepsilon}{w},\quad A=\frac{16}{3^{3/2}}\min_g\frac{k^{3/2}}q\,}
\]

The power has a simple reading. A well of depth of order \(\varepsilon\) and radius of order \(\sqrt{T/\varepsilon}\) costs \(\varepsilon^2(T/\varepsilon)^{3/2}\). In \(d<4\) dimensions the same estimate gives \(\varepsilon^{2-d/2}\).

The energy over which the density falls by a factor \(e\), defined locally, is

\[
\Big(\frac{dS}{d\varepsilon}\Big)^{-1}=\frac{2\varepsilon}{S}\propto\sqrt\varepsilon .
\]

The tail thus falls more slowly the deeper one looks, and is not a simple exponential in energy.

**(d) Find the optimal well and the coefficient.**

**Solution.** Replacing \(|g|\) by its spherically decreasing rearrangement preserves \(\int g^2\) and \(\int g^4\) and does not raise \(k\). The search can therefore be restricted to positive radial functions, among which a minimizer exists; both are standard theorems of variational analysis.

Put \(Q=\int\psi^4\) and vary \((\varepsilon+K)^2/Q\) at fixed norm, with multiplier \(\lambda\):

\[
\frac{2(\varepsilon+K)}Q\,(-2T\nabla^2\psi)-\frac{(\varepsilon+K)^2}{Q^2}\,4\psi^3=2\lambda\psi .
\]

Division by \(4(\varepsilon+K)/Q\) gives \(-T\nabla^2\psi-\mu\psi^3=E\psi\). Multiplying by \(\psi\) and integrating fixes \(E=K-\mu Q=-\varepsilon\). So \(\psi\) is an eigenstate of its own well. Being positive, it is the ground state, since any other eigenstate is orthogonal to the positive ground state and must change sign.

Now set \(a=\sqrt{T/\varepsilon}\) and \(\psi=\sqrt{\varepsilon/\mu}\,\phi(\mathbf r/a)\). Every term acquires the factor \(\varepsilon\), leaving

\[
-\nabla^2\phi+\phi-\phi^3=0,\qquad V=-\varepsilon\,\phi^2(\mathbf r/a),\qquad
\int V^2=\varepsilon^2a^3\int\phi^4=T^{3/2}\sqrt\varepsilon\int\phi^4 .
\]

Comparison with (c) shows that \(A=\int\phi^4\). The positive decaying solution is unique up to translation, another known theorem.

Two identities restrict its integrals. Let \(N=\int\phi^2\) and \(G=\int|\nabla\phi|^2\). Multiplying the equation by \(\phi\) gives \(G+N=A\). The equation also makes \(\tfrac12G+\tfrac12N-\tfrac14A\) stationary. Under \(\phi(\mathbf x)\to\phi(\mathbf x/\lambda)\) these terms scale as \(\lambda,\lambda^3,\lambda^3\), so \(\tfrac12G+\tfrac32N-\tfrac34A=0\). Together, \(G=3N\) and \(A=4N\).

Integrating outward from \(\phi'(0)=0\), and adjusting \(\phi(0)\) until the solution decays, gives \(\phi(0)=4.337\), \(N=18.90\) and \(A=75.59\). The well is \(18.8\,\varepsilon\) deep, and half of \(\int V^2\) lies within \(0.40a\).

Simple shapes bound \(A\) from above. For a Gaussian \(g\propto e^{-r^2/2}\), \(k=3/2\) and \(q=(2\pi)^{-3/2}\), so \(A\le16\pi^{3/2}=89.1\). For \(g\propto e^{-r}\), \(k=1\) and \(q=1/(8\pi)\), so \(A\le128\pi/3^{3/2}=77.4\).

A separate numerical minimization let a radial well relax at fixed ground-state energy, for \(\varepsilon=\tfrac12,1,2\) in units \(T=w=1\). It gave a fitted exponent 0.4998 and, at \(\varepsilon=1\), \(A/2=37.79\), in agreement with the formula.

**(e) Does the same argument work where the number of states is known exactly?**

**Solution.** In one dimension \(\phi=\sqrt2\,\mathrm{sech}\,x\) solves the cubic equation, because \((\mathrm{sech}\,x)''=\mathrm{sech}\,x-2\,\mathrm{sech}^3x\). Since \(\int4\,\mathrm{sech}^4x\,dx=16/3\), the argument predicts

\[
S_{1D}=\frac{\varepsilon^2a}{2w}\,\frac{16}3=\frac83\frac{T^{1/2}\varepsilon^{3/2}}w .
\]

For the exact count take \(T=1\) and \(z=\psi'/\psi\), which obeys \(z'=\varepsilon-z^2+V\). Each node of \(\psi\) carries \(z\) to \(-\infty\) and back in at \(+\infty\), and the density of nodes is the number \(n\) of states per length below \(-\varepsilon\). With \(D=w/2\) and \(U=z^3/3-\varepsilon z\), the stationary distribution \(p(z)\) carries a downward flux \(n\), so \(Dp'+U'p=n\). Solving and normalizing \(p\),

\[
\frac1n=\frac1D\int_{-\infty}^{\infty}\!dz\int_0^\infty\!du\;e^{[U(z)-U(z+u)]/D}
=\sqrt{\frac\pi D}\int_0^\infty\frac{du}{\sqrt u}\;e^{(\varepsilon u-u^3/12)/D}.
\]

The second form follows from \(U(z)-U(z+u)=-u(z+u/2)^2+\varepsilon u-u^3/12\) and the Gaussian integral over \(z\). The exponent is largest at \(u=2\sqrt\varepsilon\), where it equals \(\tfrac43\varepsilon^{3/2}/D=\tfrac83\varepsilon^{3/2}/w\), as predicted. Numerically, for \(w=1\), the slope of \(-\ln n\) against \(\varepsilon^{3/2}\) between \(\varepsilon=20\) and 40 is 2.665, against 2.667. This tests the method in one dimension; the three-dimensional tail itself was not sampled.

**(f) What limits the law at small and at large binding energy?**

**Solution.** At small \(\varepsilon\) the requirement is \(S\gg1\). The origin of energy also matters. A uniform state is lowered in second order by coupling to plane waves. For covariance \(w\,C(r)\), with \(C\) a normalized Gaussian of width \(\ell\), its Fourier transform is \(\tilde C=e^{-k^2\ell^2/2}\), and the downward shift is

\[
\Delta=\int\frac{d^3k}{(2\pi)^3}\frac{w\,\tilde C(k)}{Tk^2}
=\frac w{2\pi^2T}\int_0^\infty e^{-k^2\ell^2/2}dk
=\frac w{2\pi^2T\ell}\sqrt{\frac\pi2}.
\]

It diverges as \(\ell\to0\), so strict white noise has no finite band edge. Fluctuations much shorter than \(a\) should lower the energy inside a broad well by nearly the same amount, which is the reason for counting \(\varepsilon\) from the shifted edge. This is a physical argument, not a proof. It is consistent with (a): the change \(\Delta\,dS/d\varepsilon\) is independent of \(w\), and so belongs to the prefactor as \(w\to0\).

At large \(\varepsilon\) the well shrinks to the size of \(\ell\). The Cauchy–Schwarz step, repeated with the correlated Gaussian weight, gives

\[
S_\ell=\min_\psi\frac{(\varepsilon+K)^2}{2w\iint\psi^2(\mathbf r)\,C(\mathbf r-\mathbf r')\,\psi^2(\mathbf r')}.
\]

Because \(0\le\tilde C\le1\), the double integral cannot exceed \(\int\psi^4\), so \(S_\ell\ge S\): with the parabolic kinetic energy kept, smooth disorder makes narrow wells rarer. The sign of this correction depends on the cutoff. The lattice of (a) softens the kinetic energy instead, and on a simple cubic lattice the least action lies below \(S\), by about 3% at \(a=5.5b\) and 18% at \(a=3.55b\). For \(\varepsilon\gg T/\ell^2\) the state can fit well inside one correlation length with \(K\ll\varepsilon\). The denominator then tends to \(2wC(0)=2\gamma^2\), where \(\gamma\) is the rms potential, and \(S_\ell\to\varepsilon^2/2\gamma^2\). The square-root law therefore belongs to an intermediate range, deep enough for \(S\gg1\) but with \(a\gg\ell\).

**(g) Evaluate the tail for rough parameters of amorphous Ge\(_2\)Sb\(_2\)Te\(_5\), and judge the result.**

**Solution.** Take \(m=0.3\,m_e\), \(\gamma=0.3\) eV, \(\ell=0.2\) nm and a gap of 0.7 eV, all rough values. Then \(T=0.1270\) eV nm² and

\[
w=\gamma^2(2\pi)^{3/2}\ell^3=0.09\times15.75\times0.008=0.01134\ \text{eV}^2\,\text{nm}^3 .
\]

At \(\varepsilon=10\) meV, \(a=\sqrt{0.1270/0.010}=3.56\) nm and

\[
S=37.79\times\frac{0.1270^{3/2}\times\sqrt{0.010}}{0.01134}=15.1 .
\]

The factor \(e^{-S}\) is about \(10^{-6.6}\), and the exponent alone gives a local decay energy \(2\varepsilon/S=1.3\) meV. At this \(S\) the omitted prefactor can change that energy by tens of percent. With \(\gamma\), \(\ell\) and \(m\) held fixed:

| \(\varepsilon\) (meV) | \(a\) (nm) | \(S\) | \(S_\ell\) |
|---|---|---|---|
| 10 | 3.56 | 15.1 | 15.3 |
| 40 | 1.78 | 30.2 | 31.9 |
| 160 | 0.89 | 60.3 | 72.2 |

Each fourfold increase of \(\varepsilon\) doubles \(S\), while \(S_\ell\) grows faster. Its local exponent rises from 0.51 between 5 and 10 meV to 0.61 between 80 and 160 meV. The quadratic limit would need \(\varepsilon\gg T/\ell^2=3.2\) eV, far beyond the gap, and it is approached slowly: \(S_\ell\) exceeds \(\varepsilon^2/2\gamma^2\) by a factor 15 at \(\varepsilon=T/\ell^2\) and still by 1.5 at \(100\,T/\ell^2\).

The one-band model fails sooner. In the white-noise well the depth \(18.8\,\varepsilon\) is 0.19 eV at 10 meV and reaches the 0.7 eV gap near \(\varepsilon=37\) meV. A finite \(\ell\) makes the well shallower and moves this point to about 50 meV. The depth is then still about 80% of the gap at 40 meV, and more than twice the gap at 160 meV. Those rows therefore illustrate the mathematics of the model rather than the glass. Even at 10 meV the kinetic energy at the centre of the white-noise well is 25% of the gap, and the mean, \(3\varepsilon\), is 4%. If the mass rose throughout by these fractions, \(S\propto m^{-3/2}\) would fall by about 29% or 6%.

The edge shift is \(\Delta=28\) meV, larger than the binding energy of 10 meV. Nearly two thirds of it comes from plane waves with kinetic energy above the 0.7 eV gap, where a single parabolic band is not reliable, so this value belongs to the model rather than to the glass. An error of 1 meV in the edge changes \(S\) by \(S/2\varepsilon=0.75\) per meV. The product \(\Delta\,dS/d\varepsilon=21\), assigned to the prefactor in (f), exceeds \(S\) itself here. The table must be read with \(\varepsilon\) counted from the shifted edge, which rests on the physical argument of (f); counted from the bare edge, the same level lies at 38 meV, where \(S_\ell=31\). The second-order shift itself depends on energy: evaluated 10 meV below the edge it is about 1.9 meV smaller, close to \(w\sqrt\varepsilon/4\pi T^{3/2}\). The next order has the scale \(w^2/T^3=63\) meV times a factor of about 0.01 that grows logarithmically with \(a/\ell\), roughly 0.5 meV here. So \(S=15\) is an estimate within the model, not a precise prediction.

Temperature adds disorder. For strain energy density \(\tfrac12C_L\Delta_s^2\), with dilation \(\Delta_s\), equipartition gives white noise in \(\Delta_s\) of strength \(k_BT_{\rm abs}/C_L\). A band-edge shift \(D\Delta_s\) then contributes \(w_{\rm ph}=D^2k_BT_{\rm abs}/C_L\). With rough values \(D=3\) eV and \(C_L=40\) GPa at 300 K, this is 8% of \(w\). Treated as static, it lowers \(S\) from 15.1 to 13.9. Since \(k_BT_{\rm abs}=26\) meV exceeds \(\varepsilon\), a carrier in such a state is also easily released.

Measured band tails in amorphous chalcogenides have decay energies of roughly tens of meV, far above the 1.3 meV found here. Raising \(w\) tenfold at fixed \(T\) and \(\varepsilon=10\) meV would give 13 meV, but \(S\) would drop to 1.5, outside the theory's range. With these parameters the white-noise law does not account for the measured tail. The verdict is sensitive to \(\ell\): at \(\ell=0.4\) nm, with \(\gamma\) and \(m\) unchanged, \(S_\ell\) gives decay energies of 15 meV at \(\varepsilon=50\) meV (\(S_\ell=5\)) and 17 meV at 150 meV (\(S_\ell=11\)), a nearly exponential tail, though the well depth is then 0.7 to 1.3 times the gap and the edge shift is 113 meV. Nor does it describe deep traps made by particular bonding defects, whose potentials are neither weak nor Gaussian. The numerical output gives the remaining values.

## Numbers as computed

```
phi(0) = 4.33739; phi(0)^2 = 18.813
integral phi^2 = 18.8973; A = 75.5890; A/2 = 37.7945
gradient/norm = 3.000000; quartic/norm = 4.000000
radius holding half of int V^2 = 0.3986 a
A bounds: exponential 77.389, Gaussian 89.093
direct minimization: exponent 0.49980, A/2 37.7876, K/eps 3.0011
random wells: 80 bound, lowest cost/optimal 1.0224
1D coefficient: argument 2.66667, exact count 2.66454
1D count at eps=1: formula 0.01902, chains 0.01896
lattice edge shift: formula -0.01938, sampled -0.01936 (hopping units)
Example, rough regime of amorphous Ge2Sb2Te5
mass = 0.3 m_e; rms potential = 0.3 eV; correlation length = 0.2 nm
T = 0.12700 eV nm^2; w = 0.011340 eV^2 nm^3
disorder energy w^2/T^3 = 62.78 meV; T/ell^2 = 3.175 eV
eps(meV)  a(nm)  half-radius(nm)  S white  S finite-ell  ratio
      5    5.040      2.009         10.67       10.75      1.008
     10    3.564      1.420         15.08       15.32      1.016
     20    2.520      1.004         21.33       21.98      1.030
     40    1.782      0.710         30.17       31.92      1.058
     80    1.260      0.502         42.67       47.28      1.108
    160    0.891      0.355         60.34       72.17      1.196
local exponent of S finite-ell between successive rows: 0.511, 0.521, 0.538, 0.567, 0.610
At eps = 10 meV:
white-noise decay energy 2 eps/S = 1.326 meV
log10 of exp(-S), white noise = -6.55
log10 density ratio, 40 to 10 meV, white noise = -6.55
same ratio with finite correlation length = -7.21
well depth = 188.1 meV; depth/rms potential = 0.627
central kinetic energy/gap (0.7 eV) = 0.254
second-order edge shift = 28.35 meV downward
kT at 300 K = 25.85 meV
thermal strain: D = 3.0 eV, C_L = 40.0 GPa, w_ph = 0.000932 eV^2 nm^3
w_ph/w = 0.0822; white-noise S with w + w_ph = 13.94
```
